# Finding symmetry-broken vacancy minima and escaping symmetric traps: test program

```python
"""Symmetry trapping and symmetry-broken minima of a model vacancy.

Result under test: symmetric occupations keep a symmetric optimization in the
invariant subspace. Its endpoint is a saddle below a critical smearing and a
local minimum above it; finite pair distortions find the lower, paired minimum.

Four atoms carry one orbital each and four spin-paired electrons in total.
D0: ideal pair distance; LAM: decay length; T0: hopping at D0;
REP: pair repulsion at D0; K: anchoring stiffness; kT: electronic smearing.
Energies are in eV and lengths in angstrom. F is the Mermin free energy.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize
from scipy.special import expit, xlogy

D0, LAM, T0, REP, K = 3.8, 0.55, 0.15, 0.0075, 3.0
COLD, HOT = 0.025, 0.15
STEP = 0.04
SIGNS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
R0 = SIGNS * D0 / (2 * np.sqrt(2))
EYE = np.eye(4)
UPPER = np.triu_indices(4, 1)


def evaluate(R, kT):
    """Return F, gradient, levels, occupations per spin, and kT*S."""
    diff = R[:, :, None, :] - R[:, None, :, :]
    dist = np.sqrt((diff**2).sum(-1)) + EYE
    growth = np.exp((D0 - dist) / LAM) * (1 - EYE)
    levels, orbitals = np.linalg.eigh(-T0 * growth)
    low, high = levels[:, 0] - 1, levels[:, -1] + 1
    for _ in range(54):
        mu = (low + high) / 2
        too_many = expit((mu[:, None] - levels) / kT).sum(1) > 2
        high = np.where(too_many, mu, high)
        low = np.where(too_many, low, mu)
    f = expit((((low + high) / 2)[:, None] - levels) / kT)
    heat = -2 * kT * (xlogy(f, f) + xlogy(1 - f, 1 - f)).sum(1)
    u = R - R0
    F = 2 * (f * levels).sum(1) - heat + K * (u**2).sum((1, 2)) / 2
    F = F + REP * (growth**2).sum((1, 2)) / 2
    P = 2 * (orbitals * f[:, None, :]) @ orbitals.transpose(0, 2, 1)
    slope = (2 * P * T0 * growth - 2 * REP * growth**2) / LAM
    grad = K * u + ((slope / dist)[..., None] * diff).sum(2)
    return F, grad, levels, f, heat


def descend(R, kT, threshold, max_steps=4000):
    """Steepest descent for a batch, with a cap on each atomic move."""
    R = R.copy()
    for iteration in range(max_steps + 1):
        F, grad, *_ = evaluate(R, kT)
        residual = np.abs(grad).max()
        if residual < threshold or iteration == max_steps:
            return R, F, residual, iteration
        move = -STEP * grad
        size = np.linalg.norm(move, axis=2, keepdims=True)
        R += move * np.minimum(1, 0.1 / np.maximum(size, 1e-30))


def symmetry_operations():
    operations = []
    for order in permutations(range(3)):
        for sign in product([1, -1], repeat=3):
            M = np.eye(3)[list(order)] * np.array(sign)[:, None]
            images = SIGNS @ M.T
            match = (np.abs(images[:, None] - SIGNS[None]).sum(2) < 1e-9)
            if match.any(1).all():
                operations.append((M, match.argmax(1)))
    return operations


def act(operation, X):
    M, target = operation
    result = np.empty_like(X)
    result[target] = X @ M.T
    return result


GROUP = symmetry_operations()


def asymmetry(R):
    return np.linalg.norm(R - np.mean([act(g, R) for g in GROUP], axis=0))


def symmetric_point(kT):
    def radial(x):
        return (evaluate((R0 * (1 - x))[None], kT)[1][0] * R0).sum()
    return R0 * (1 - brentq(radial, 0, 0.3, xtol=1e-14))


def hessian(R, kT, h=1e-4):
    shifts = np.eye(12).reshape(12, 4, 3) * h
    plus = evaluate(R + shifts, kT)[1].reshape(12, 12)
    minus = evaluate(R - shifts, kT)[1].reshape(12, 12)
    H = (plus - minus) / (2 * h)
    return (H + H.T) / 2


def pair_lengths(R):
    return np.sort(np.linalg.norm(R[:, None] - R[None], axis=2)[UPPER])


# Forces and symmetry covariance at a generic geometry
rng = np.random.default_rng(7)
generic = R0 + rng.normal(0, 0.15, (4, 3))
F_generic, grad_generic, *_ = evaluate(generic[None], HOT)
shifts = np.eye(12).reshape(12, 4, 3) * 1e-5
fd = (evaluate(generic + shifts, HOT)[0]
      - evaluate(generic - shifts, HOT)[0]) / 2e-5
force_error = np.abs(fd - grad_generic.ravel()).max()
assert force_error < 1e-6
assert len(GROUP) == 24
for g in GROUP:
    F_g, grad_g, *_ = evaluate(act(g, generic)[None], HOT)
    assert abs(F_g[0] - F_generic[0]) < 1e-10
    assert np.allclose(grad_g[0], act(g, grad_generic[0]), atol=1e-9)
invariant_dim = np.mean([np.trace(M) * (target == np.arange(4)).sum()
                         for M, target in GROUP])
assert abs(invariant_dim - 1) < 1e-12

# Analytic curvatures against the numerical Hessian
mode_E = SIGNS * np.array([2, -1, -1])
mode_E /= np.linalg.norm(mode_E)
mode_T = np.array([SIGNS[1] - SIGNS[0], SIGNS[0] - SIGNS[1],
                   SIGNS[2] - SIGNS[3], SIGNS[3] - SIGNS[2]])
mode_T /= np.linalg.norm(mode_T)


def predicted_curvatures(R, kT, f_a, f_t):
    d = pair_lengths(R).mean()
    growth = np.exp((D0 - d) / LAM)
    t = T0 * growth
    P = (f_a - f_t) / 2
    V1 = (2 * P * t - 2 * REP * growth**2) / LAM
    V2 = (-2 * P * t + 4 * REP * growth**2) / LAM**2
    smear = 4 * f_t * (1 - f_t) * (t / LAM)**2 / kT
    bare_E = K + V2 + 3 * V1 / d
    bare_T = K + 2 * V2 + 2 * V1 / d - (f_a - f_t) * t / LAM**2
    return bare_E - smear, bare_T - smear, bare_T, t


sym, F_sym, curvature = {}, {}, {}
for kT in (COLD, HOT):
    sym[kT] = symmetric_point(kT)
    F, _, levels, f, heat = evaluate(sym[kT][None], kT)
    F_sym[kT] = F[0]
    H = hessian(sym[kT], kT)
    numeric = [v.ravel() @ H @ v.ravel() for v in (mode_E, mode_T)]
    formula = predicted_curvatures(sym[kT], kT, f[0, 0], f[0, 1:].mean())
    assert np.allclose(numeric, formula[:2], atol=2e-3)
    assert abs(np.linalg.eigvalsh(H)[0] - numeric[1]) < 2e-3
    curvature[kT] = numeric
assert curvature[COLD][1] < 0 < curvature[HOT][1]
hot_levels, hot_f, hot_heat = levels[0], f[0], heat[0]
entropy_formula = 6 * HOT * (np.log(3) - 2 * np.log(2) / 3)
assert abs(hot_heat - entropy_formula) < 0.01

# Critical smearing from Hessian eigenvalues and from the closed form
kT_critical = brentq(lambda x: np.linalg.eigvalsh(
    hessian(symmetric_point(x), x))[0], 0.05, HOT, xtol=1e-7)
_, _, bare_T, t_sym = predicted_curvatures(sym[COLD], COLD, 1, 1 / 3)
kT_formula = 8 * (t_sym / LAM)**2 / (9 * bare_T)
assert abs(kT_critical - kT_formula) < 2e-3

# Integer occupation gives a one-sided slope instead of a stationary point
h = 1e-4
cone = evaluate(np.array([sym[COLD], sym[COLD] + h * mode_E]), 1e-8)[0]
cone_slope = (cone[1] - cone[0]) / h
assert abs(cone_slope + 4 * t_sym / (np.sqrt(3) * LAM)) < 2e-3

# Symmetric starts under two optimizers at the smaller smearing
trapped, F_trap, trap_force, trap_steps = descend(R0[None], COLD, 0.01)
assert trap_force < 0.01 and asymmetry(trapped[0]) < 1e-6
assert abs(F_trap[0] - F_sym[COLD]) < 1e-3


def flat_function(x):
    F, grad, *_ = evaluate(x.reshape(1, 4, 3), COLD)
    return F[0], grad.ravel()


bfgs = minimize(flat_function, R0.ravel(), jac=True, method="BFGS",
                options={"gtol": 0.01})
bfgs_R = bfgs.x.reshape(4, 3)
assert np.abs(bfgs.jac).max() < 0.011
assert asymmetry(bfgs_R) < 1e-6
assert abs(bfgs.fun - F_sym[COLD]) < 1e-3

# Escape time of a tiny unstable displacement
R = sym[COLD] + 1e-8 * mode_T
escape_steps = 0
while abs(((R - sym[COLD]) * mode_T).sum()) < 0.01 and escape_steps < 1000:
    R = R - STEP * evaluate(R[None], COLD)[1][0]
    escape_steps += 1
escape_formula = np.log(1e6) / np.log(1 - STEP * curvature[COLD][1])
assert abs(escape_steps - escape_formula) < 3

# Search: targeted pair shortening plus rattle, and random displacements
fractions = [0.1, 0.2, 0.3, 0.4]
amplitudes = [0.02, 0.10, 0.30]
samples = 20
starts = []
for pairs in ([(0, 1)], [(0, 1), (2, 3)]):
    for fraction in fractions:
        start = R0.copy()
        for i, j in pairs:
            move = fraction * (R0[j] - R0[i]) / 2
            start[i] += move
            start[j] -= move
        starts.append(start + rng.normal(0, 0.02, (4, 3)))
for amplitude in amplitudes:
    starts.extend(R0 + rng.normal(0, amplitude, (samples, 4, 3)))
starts = np.array(starts)

search = {}
for kT in (COLD, HOT):
    final, F, residual, steps = descend(starts, kT, 1e-5)
    assert residual < 1e-3
    best = F.min()
    assert F[7] < best + 1e-4 and best < F_sym[kT] - 0.1
    lengths = pair_lengths(final[7])
    assert lengths[1] < 2.7 and lengths[2] > 3.0
    assert np.linalg.eigvalsh(hessian(final[7], kT))[0] > 0
    returned = np.array([abs(e - F_sym[kT]) < 1e-4 and asymmetry(r) < 0.01
                         for e, r in zip(F, final)])
    search[kT] = (final, F, residual, steps, best, lengths, returned)
small = slice(8, 8 + samples)
assert np.all(search[COLD][1][small] < F_sym[COLD] - 0.01)
assert np.all(search[HOT][6][small])

# Straight path between the symmetric and paired minima
x = np.linspace(0, 1, 201)[:, None, None]
path = sym[HOT] + x * (search[HOT][0][7] - sym[HOT])
path_barrier = evaluate(path, HOT)[0].max() - F_sym[HOT]
assert path_barrier > 0

print(f"Inputs: d0={D0} A, lambda={LAM} A, t0={T0} eV")
print(f"Inputs: A={REP} eV, k={K} eV/A^2, step={STEP} A^2/eV")
print(f"Force check, largest error: {force_error:.1e} eV/A")
print(f"Symmetry operations: {len(GROUP)}; invariant modes: "
      f"{invariant_dim:.0f} of 12")
print(f"Symmetric pair length, low kT: {pair_lengths(sym[COLD])[0]:.4f} A")
print(f"Symmetric hopping t, low kT: {t_sym:.4f} eV")
print(f"Levels at high kT: a1={hot_levels[0]:.4f}, "
      f"t2={hot_levels[1]:.4f} eV")
print(f"Occupations per spin at high kT: a1={hot_f[0]:.5f}, "
      f"t2={hot_f[1]:.5f}")
print(f"kT*S, symmetric, high kT: {hot_heat:.4f} eV")
print(f"kT*S from filled-a1 formula: {entropy_formula:.4f} eV")
print(f"Unsmeared one-sided E slope: {cone_slope:.4f} eV/A")
for kT in (COLD, HOT):
    print(f"kT={kT} eV curvatures: E={curvature[kT][0]:.4f}, "
          f"T2={curvature[kT][1]:.4f} eV/A^2")
print(f"Critical kT, Hessian: {kT_critical:.5f} eV = "
      f"{kT_critical * constants.e / constants.k:.0f} K")
print(f"Critical kT, closed form: {kT_formula:.5f} eV")
print(f"Symmetric descent: {trap_steps} steps, force {trap_force:.4f} eV/A")
print(f"Asymmetry: descent {asymmetry(trapped[0]):.1e} A, "
      f"BFGS {asymmetry(bfgs_R):.1e} A")
print(f"Escape from 1e-8 to 0.01 A: {escape_steps} steps; "
      f"formula {escape_formula:.1f}")
for kT in (COLD, HOT):
    final, F, residual, steps, best, lengths, returned = search[kT]
    gain = F_sym[kT] - best
    print(f"SEARCH kT={kT} eV: {steps} steps, "
          f"largest force {residual:.1e} eV/A")
    print(f"  F symmetric={F_sym[kT]:.4f}, F lowest={best:.4f} eV")
    print(f"  Gain={gain:.4f} eV = "
          f"{gain * constants.e * constants.N_A / 1000:.1f} kJ/mol")
    print("  Lowest pair lengths (A): "
          + " ".join(f"{value:.3f}" for value in lengths))
    for label, offset in (("one pair", 0), ("two pairs", 4)):
        print(f"  {label}, shortening 10/20/30/40%, F-Fsym (eV): "
              + " ".join(f"{value - F_sym[kT]:.4f}"
                         for value in F[offset:offset + 4]))
    for n, amplitude in enumerate(amplitudes):
        part = slice(8 + n * samples, 8 + (n + 1) * samples)
        print(f"  random sigma={amplitude:.2f} A: lowest "
              f"{(F[part] < best + 1e-4).sum()}/{samples}, symmetric "
              f"{returned[part].sum()}/{samples}")
print(f"Straight-path barrier at high kT: {path_barrier:.4f} eV")
print("success")
```

Printed output:

```
Inputs: d0=3.8 A, lambda=0.55 A, t0=0.15 eV
Inputs: A=0.0075 eV, k=3.0 eV/A^2, step=0.04 A^2/eV
Force check, largest error: 4.7e-11 eV/A
Symmetry operations: 24; invariant modes: 1 of 12
Symmetric pair length, low kT: 3.4842 A
Symmetric hopping t, low kT: 0.2664 eV
Levels at high kT: a1=-0.7958, t2=0.2653 eV
Occupations per spin at high kT: a1=0.99831, t2=0.33390
kT*S, symmetric, high kT: 0.5770 eV
kT*S from filled-a1 formula: 0.5729 eV
Unsmeared one-sided E slope: -1.1179 eV/A
kT=0.025 eV curvatures: E=-5.4095, T2=-6.3388 eV/A^2
kT=0.15 eV curvatures: E=1.5503, T2=0.6278 eV/A^2
Critical kT, Hessian: 0.10417 eV = 1209 K
Critical kT, closed form: 0.10422 eV
Symmetric descent: 39 steps, force 0.0096 eV/A
Asymmetry: descent 1.0e-13 A, BFGS 5.4e-16 A
Escape from 1e-8 to 0.01 A: 62 steps; formula 61.1
SEARCH kT=0.025 eV: 158 steps, largest force 9.1e-06 eV/A
  F symmetric=-0.7946, F lowest=-2.0751 eV
  Gain=1.2805 eV = 123.5 kJ/mol
  Lowest pair lengths (A): 2.348 2.348 3.316 3.316 3.316 3.316
  one pair, shortening 10/20/30/40%, F-Fsym (eV): -1.2805 -1.2805 -1.2805 -1.2805
  two pairs, shortening 10/20/30/40%, F-Fsym (eV): -1.2805 -1.2805 -1.2805 -1.2805
  random sigma=0.02 A: lowest 8/20, symmetric 0/20
  random sigma=0.10 A: lowest 14/20, symmetric 0/20
  random sigma=0.30 A: lowest 11/20, symmetric 0/20
SEARCH kT=0.15 eV: 456 steps, largest force 1.0e-05 eV/A
  F symmetric=-1.2725, F lowest=-2.0751 eV
  Gain=0.8026 eV = 77.4 kJ/mol
  Lowest pair lengths (A): 2.348 2.348 3.316 3.316 3.316 3.316
  one pair, shortening 10/20/30/40%, F-Fsym (eV): 0.0000 -0.3593 -0.3593 -0.3593
  two pairs, shortening 10/20/30/40%, F-Fsym (eV): 0.0000 -0.8026 -0.8026 -0.8026
  random sigma=0.02 A: lowest 0/20, symmetric 20/20
  random sigma=0.10 A: lowest 0/20, symmetric 20/20
  random sigma=0.30 A: lowest 0/20, symmetric 12/20
Straight-path barrier at high kT: 0.0343 eV
success
```
